# Vapour pressure of a supercooled precursor compared with its crystal

## The problem

A solid precursor melts at $T_m=350$ K. Its enthalpy of fusion is 20 kJ/mol, which is $h=0.2073$ eV per molecule. The source vessel is held at $T=300$ K. After being melted and cooled, the material may stay liquid at this temperature for some time before it crystallizes. By what factor does the vapour pressure $p_l$ of the supercooled liquid exceed the vapour pressure $p_s$ of the crystal, both at 300 K? Neglect the difference between the heat capacities of liquid and crystal.

The two pressures belong to two separate experiments, one with only liquid in the vessel and one with only crystal. The liquid is metastable, but it is assumed to be in internal equilibrium, so that it has a well-defined chemical potential. The vapour is taken as ideal and consists of the same molecules in both cases. Energies, enthalpies, entropies and volumes are per molecule. The algebra is in atomic units with Boltzmann's constant $k_B$ kept; since the final formula contains only ratios of energies and of temperatures, numbers in eV and K can be put into it directly.

## A tempting solution

Let $L$ be the enthalpy needed to take a molecule from the crystal into the vapour. The liquid already contains the enthalpy of fusion, so a molecule leaving it needs only $L-h$. If the vapour pressure is proportional to a Boltzmann factor of the escape enthalpy, then

$$
\frac{p_l}{p_s}=\frac{e^{-(L-h)/k_BT}}{e^{-L/k_BT}}=e^{h/k_BT}\qquad\text{(wrong)}.
$$

At 300 K, $k_BT=0.02585$ eV. The exponent is $0.2073/0.02585=8.02$, and the liquid would have about 3000 times the vapour pressure of the crystal.

## Where it fails

Apply the same formula at the melting point. There liquid and crystal coexist, and each must be in equilibrium with the same vapour. If their vapour pressures differed, vapour would pass from one phase to the other until one had disappeared, and they would not coexist. The ratio at $T_m$ must therefore be 1. The formula gives $e^{h/k_BT_m}=e^{6.873}$, nearly 1000.

The enthalpies $L$ and $L-h$ are correct. The fault is the assumption that both Boltzmann factors have the same prefactor. A molecule in the liquid has more accessible states than one in the crystal. This larger entropy favours staying in the liquid and lowers its vapour pressure. What decides the equilibrium is the chemical potential, which contains both enthalpy and entropy.

## The right solution

**From pressures to chemical potentials.** At constant temperature the chemical potential $\mu_g$ of the vapour changes with pressure as $d\mu_g=v_g\,dp$, where $v_g$ is the volume per molecule. For an ideal gas $v_g=k_BT/p$. Integration from a reference pressure $p^\circ$ gives

$$
\mu_g(T,p)=\mu^\circ(T)+k_BT\ln\frac{p}{p^\circ}.
$$

Equilibrium of each condensed phase with its own vapour requires

$$
\mu_l=\mu^\circ+k_BT\ln\frac{p_l}{p^\circ},\qquad
\mu_s=\mu^\circ+k_BT\ln\frac{p_s}{p^\circ}.
$$

The effect of these low pressures on $\mu_l$ and $\mu_s$ themselves is neglected; effects of pressure are sized below. Subtracting the second equation from the first removes $\mu^\circ$ and $p^\circ$:

$$
k_BT\ln\frac{p_l}{p_s}=\mu_l-\mu_s\equiv\Delta\mu(T).
$$

No property of the vapour molecule remains, provided the vapour is a single species that does not associate and $h$ is counted per molecule of that species. If the vapour also contains dimers, the formula applies to the monomer pressure, while the dimer pressure changes by the square of that factor. With the data of this problem, 10% of dimer in the vapour over the crystal would raise the ratio of total pressures from 3.1 to 3.8, and a pure dimer vapour, with $h$ counted per monomer, would give 9.9.

**The entropy of fusion.** At any temperature $\Delta\mu=\Delta h-T\Delta s$, where $\Delta h$ and $\Delta s$ are the enthalpy and entropy of the liquid minus those of the crystal. At the melting point $\Delta h=h$ and $\Delta\mu=0$, so

$$
0=h-T_m s,\qquad s=\frac{h}{T_m}.
$$

The data give $s=6.873\,k_B$ per molecule.

**Cooling below the melting point.** If $c$ is the heat capacity of the liquid minus that of the crystal, then $d\Delta h/dT=c$ and $d\Delta s/dT=c/T$. The problem sets $c=0$. Both differences then keep their melting-point values, and

$$
\Delta\mu(T)=h-T\frac{h}{T_m}=h\left(1-\frac{T}{T_m}\right).
$$

This is positive for $T<T_m$: the liquid has the higher chemical potential and therefore the higher vapour pressure. Dividing by $k_BT$,

$$
\ln\frac{p_l}{p_s}=\frac{h}{k_BT}\left(1-\frac{T}{T_m}\right)
=\frac{h}{k_B}\left(\frac1T-\frac1{T_m}\right),
$$

and hence

$$
\boxed{\frac{p_l}{p_s}=\exp\left[\frac{h}{k_B}\left(\frac1T-\frac1{T_m}\right)\right]}
$$

**Numbers.** With $T/T_m=300/350=6/7$,

$$
\Delta\mu=\frac{0.2073\ \text{eV}}{7}=0.0296\ \text{eV},\qquad
\ln\frac{p_l}{p_s}=\frac{0.02961}{0.02585}=1.1455 .
$$

The ratio is $e^{1.1455}=3.14$. The supercooled liquid has about 3.1 times the vapour pressure of the crystal.

The repair of the first attempt can now be read off. The correct result is a product,

$$
\frac{p_l}{p_s}=e^{h/k_BT}\,e^{-s/k_B}.
$$

The first factor, about 3000, is the tempting answer. The second is the missing ratio of prefactors, $e^{-6.873}$, about one thousandth. Enthalpy and entropy nearly compensate, and the modest factor that is left grows, for a given $h$, with the distance below the melting point.

## Limits of the formula

Since $h=T_ms$, the exponent can also be written as

$$
\ln\frac{p_l}{p_s}=\frac{s}{k_B}\,\frac{T_m-T}{T}.
$$

At $T=T_m$ the ratio is 1, as coexistence demands. Just below $T_m$ the denominator may be replaced by $T_m$ and the exponential expanded to first order:

$$
\frac{p_l}{p_s}\approx1+\frac{s}{k_B}\,\frac{T_m-T}{T_m}.
$$

Each kelvin of supercooling then adds $6.873/350$, or about 2%. At 340 K this estimate gives 1.20, against 1.22 from the full formula. The full formula gives 1.90 at 320 K and 3.14 at 300 K, so the linear estimate is useful only close to the melting point. Above $T_m$ the exponent is negative, and a superheated crystal, if it could be maintained, would have the higher vapour pressure.

The formula must not be carried to arbitrarily low temperature. The assumption $c=0$ becomes less safe as the interval below $T_m$ grows. A liquid that turns into a glass also leaves internal equilibrium, and its properties then depend on how it was cooled. The crystal, too, must be the same form at $T$ as the one that melts at $T_m$; for another polymorph the melting data of that form are needed.

## The same answer along the vapour-pressure curves

A second route shows how the two pressures separate. Along the curve on which a condensed phase and its vapour are in equilibrium, their chemical potentials change equally:

$$
-s_g\,dT+v_g\,dp=-s_c\,dT+v_c\,dp .
$$

Here the subscript $c$ marks the condensed phase. Its volume $v_c$ is negligible beside $v_g=k_BT/p$. The entropy difference $s_g-s_c$ is the enthalpy of vaporization divided by $T$. For the crystal this gives the Clausius–Clapeyron equation

$$
\frac{dp}{dT}=\frac{s_g-s_s}{v_g}=\frac{L}{T}\,\frac{p}{k_BT},
\qquad
\frac{d\ln p_s}{dT}=\frac{L}{k_BT^2}.
$$

For the liquid $L$ is replaced by $L-h$, so its curve of $\ln p$ against temperature is less steep. The curves meet at the triple point, at a pressure $p_m$; its temperature is taken equal to $T_m$, from which it differs by only a few hundredths of a kelvin for the volumes used below. Integrating each from $T$ to $T_m$,

$$
\ln\frac{p_m}{p_s}=\int_T^{T_m}\frac{L}{k_BT'^2}\,dT',\qquad
\ln\frac{p_m}{p_l}=\int_T^{T_m}\frac{L-h}{k_BT'^2}\,dT'.
$$

Subtracting the second from the first cancels both $p_m$ and $L$, even if $L$ depends on temperature:

$$
\ln\frac{p_l}{p_s}=\int_T^{T_m}\frac{h}{k_BT'^2}\,dT'
=\frac{h}{k_B}\left(\frac1T-\frac1{T_m}\right).
$$

The escape enthalpies of the tempting solution thus do have a proper use. They give the slopes of the two curves. Their difference $h$ sets how fast the curves separate on cooling, and the pressure ratio follows because the curves are known to meet at $T_m$.

For an example, choose a crystal pressure of 2.00 Torr at 300 K and a constant $L=0.620$ eV. The integrals for $L$ and $h$ differ only by the factor $L/h$, so the exponent for heating the crystal to 350 K is $1.1455\times0.620/0.2073=3.426$. The pressure there is $2.00\,e^{3.426}=61.5$ Torr. The liquid has $L-h=0.4127$ eV, and cooling it back to 300 K gives the exponent $1.1455\times0.4127/0.2073=2.28$. Its pressure is $61.5\,e^{-2.28}=6.29$ Torr, which is 3.14 times the crystal's.

## What a difference in heat capacity does

Suppose now that $c$ is constant but not zero. Integrating from $T_m$ down to $T$,

$$
\Delta h(T)=h+c(T-T_m),\qquad
\Delta s(T)=\frac{h}{T_m}+c\ln\frac{T}{T_m}.
$$

Insert these into $\Delta\mu/k_BT=\Delta h/k_BT-\Delta s/k_B$. The terms in $h$ give the previous exponent. The terms in $c$ give

$$
\frac{c}{k_B}\left[\frac{T-T_m}{T}-\ln\frac{T}{T_m}\right]
=\frac{c}{k_B}\left[1-\frac{T_m}{T}+\ln\frac{T_m}{T}\right].
$$

With $x=T_m/T$ the bracket is $1-x+\ln x$. It vanishes at $x=1$, and its derivative $-1+1/x$ is negative for $x>1$. Below the melting point the bracket is therefore negative, and a liquid with the larger heat capacity has a smaller pressure ratio than the simple formula gives. The reason is that such a liquid loses entropy faster than the crystal on cooling. Since $d\Delta\mu/dT=-\Delta s$, a smaller $\Delta s$ makes $\Delta\mu$ grow more slowly as the temperature falls.

For $x=7/6$ the bracket is $-0.0125$. A rough value $c=6\,k_B$ changes the exponent by $-0.075$, and the ratio falls from 3.14 to 2.92, by about 7%. The correction is small because the bracket starts at second order, as $-(x-1)^2/2$.

## A microscopic check

The role of entropy can be followed in a simple model. Each condensed molecule sits in a well of depth $D$ and has six harmonic modes with energy quantum $\varepsilon$. The partition function of one mode is

$$
z=\sum_{n=0}^{\infty}e^{-(n+1/2)\varepsilon/k_BT}
=\frac{1}{2\sinh(\varepsilon/2k_BT)}\approx\frac{k_BT}{\varepsilon}
\quad(\varepsilon\ll k_BT).
$$

The chemical potential is $\mu=-D-6k_BT\ln z$. In the classical limit the factors $k_BT$ cancel between the phases, and

$$
\frac{p_l}{p_s}=e^{(\mu_l-\mu_s)/k_BT}
\approx\left(\frac{\varepsilon_l}{\varepsilon_s}\right)^6e^{(D_s-D_l)/k_BT}.
$$

The exponential is the tempting answer; the power is the prefactor that it lacks. Softer modes in the liquid, $\varepsilon_l<\varepsilon_s$, lower its vapour pressure. In this model they supply the whole entropy of fusion, with parameters chosen to resemble the data of the problem. A real liquid also gains entropy from positional and orientational disorder, which the model does not contain.

Take $D_s=0.720$ eV and $\varepsilon_s=0.0060$ eV for the crystal, and $D_l=0.513$ eV and $\varepsilon_l=0.0019$ eV for the liquid. With the full level sums, the two vapour pressures become equal at 347.71 K, where the fusion enthalpy is 0.2065 eV. These two numbers, put into the boxed formula before rounding, predict an exponent of 1.0958 at 300 K. The vapour pressures of the model give 1.0956 directly. The heat capacities of the two phases are nearly equal here, so the agreement is a test of the formula under its own assumption.

A second liquid tests the correction. It has $D_l=0.572$ eV, $\varepsilon_l=0.0030$ eV and six independent sites, each with two excited conformers 0.08 eV above the lowest one. In the crystal, packing is assumed to hold every site in its lowest conformer. Thermal excitation of the conformers gives the liquid a heat capacity $4.6\,k_B$ above the crystal's at the melting point. At 300 K the direct exponent is 1.036. The simple formula gives 1.087, too high as predicted, and the corrected formula gives 1.035.

## Pressure effects and uncertain data

**Non-ideal vapour.** To first order in the density the vapour has $v_g=k_BT/p+B$, with second virial coefficient $B$. Then

$$
\Delta\mu=\int_{p_s}^{p_l}\left(\frac{k_BT}{p}+B\right)dp
=k_BT\ln\frac{p_l}{p_s}+B(p_l-p_s),
$$

so the exponent changes by $-B(p_l-p_s)/k_BT$. For $B=-3000$ Å$^3$ and the example's pressures this is $+0.0004$. The shift is proportional to $B$; a substance as involatile as the example may well have a $B$ two to three times larger, which gives about $+0.001$.

**Inert gas.** A gas that does not dissolve and does not interact with the vapour presses on the condensed phase. Since $\partial\mu/\partial P=v$, a pressure $P$ raises $\Delta\mu$ by $(v_l-v_s)P$ if the volumes are constant. For a rough volume difference of 30 Å$^3$ and $P=760$ Torr the exponent rises by $0.0007$, counted from zero pressure. If $T_m$ was measured at one atmosphere, this shift is already contained in the data, and it is the case without inert gas that lies lower by about this amount. The pressure of the vapour itself, acting on condensed volumes of about 200 Å$^3$, changes the exponent by only a few times $10^{-5}$. All these pressure effects are negligible here.

**Input data.** Uncertainty in the melting data matters more. Raising $T_m$ by 1 K, with $h$ fixed, changes the ratio from 3.14 to 3.21. Raising $h$ by 5%, with $T_m$ fixed, changes it to 3.33. With the heat-capacity correction these variations span roughly 2.9 to 3.3. The value 3.1 answers the problem as posed, but for a real substance with such data even the second figure is uncertain.

## What it means for a precursor source

The fusion enthalpy used here is the value given in the problem, and the pressure and sublimation enthalpy are round model values; none is a measured property of a particular compound.

Let an inert carrier gas with molecular flow $F$ leave the source saturated with vapour, at total pressure $P$. Precursor and carrier leave in the ratio of their partial pressures, so the precursor flow is

$$
F_{\text{prec}}=F\,\frac{p}{P-p}.
$$

For $p\ll P$ it is proportional to $p$. At 760 Torr, with $F$ and $T$ fixed, the liquid delivers $(6.29/753.7)/(2.00/758.0)=3.16$ times as much as the crystal, slightly more than the pressure ratio. If a supercooled source crystallizes, its delivery falls by this factor although the temperature and carrier flow have not changed. The equilibrium argument does not say when that happens.

A working source may break two of these conditions. Its carrier may leave unsaturated, and then the delivery ratio also depends on the rates of evaporation and transport, which are not treated here. Its surface may also be colder than the vessel wall, because evaporation takes up heat. The slope $L/k_BT^2$ shows that 1 K of cooling lowers the crystal's pressure by about 8%; with $L-h$ in place of $L$, the liquid's falls by about 5%. An unnoticed temperature difference of 1 K between the two experiments thus matters about as much as the heat-capacity correction.

If both phases are placed in one closed vessel at 300 K, neither pressure can be in equilibrium with both of them. Vapour at any pressure between 2.00 and 6.29 Torr is undersaturated for the liquid and supersaturated for the crystal. The liquid evaporates, the crystal grows, and the pressure settles at the crystal's value once the liquid is gone. The numerical output below lists the main values.

## Values computed for the example and the checks

```
Fusion enthalpy: 20.0 kJ/mol = 0.2073 eV
Melting temperature: 350 K; source temperature: 300 K
Fusion entropy: 6.873 k_B per molecule
Chemical potential difference at source: 0.02961 eV
Thermal energy k_B T at source: 0.02585 eV
Exponent ln(p_l/p_s): 1.1455
Pressure ratio p_l/p_s: 3.144
Ratio at 350 K: 1.000
Ratio at 340 K: 1.224
Ratio at 320 K: 1.905
Ratio at 300 K: 3.144
Example sublimation enthalpy: 0.620 eV
Example liquid vaporization enthalpy: 0.4127 eV
Crystal pressure at 300 K (chosen): 2.00 Torr
Liquid pressure at 300 K: 6.29 Torr
Pressure where curves meet at 350 K: 61.5 Torr
Rough heat-capacity difference: 6.0 k_B per molecule
Heat-capacity change of exponent: -0.0751
Ratio with heat-capacity correction: 2.916
Rough second virial coefficient: -3000 A^3
Virial change of exponent: 4.14e-04
Rough volume difference: 30 A^3
Inert gas pressure: 760 Torr
Inert-gas change of exponent: 7.34e-04
Ratio if Tm is 1 K higher: 3.206
Ratio if h is 5% higher: 3.329
Plain model melting temperature: 347.71 K
Plain model fusion enthalpy: 0.2065 eV
Plain model exponent at 300 K, direct: 1.0956
Plain model exponent at 300 K, law: 1.0958
Flexible model melting temperature: 347.44 K
Flexible model fusion enthalpy: 0.2058 eV
Flexible model heat-capacity difference: 4.585 k_B
Flexible model exponent at 300 K, direct: 1.0356
Flexible model exponent, simple law: 1.0871
Flexible model exponent, corrected: 1.0352
```
